**Stretched H2+: polarizability with and without self-interaction**

The program compares the exact law α ≈ R²/(2Δ) with the semilocal law α ≈ R²/[2(Δ_s + η − 1/R)]. Here R is the proton distance, Δ the exact gap between the lowest odd and even states, Δ_s its Kohn–Sham counterpart, and η the energy curvature of a hydrogen atom holding half an electron. It asserts that the exact response agrees with diagonalization in a weak field, and that the LSDA and PBE responses at 8 bohr agree with direct energy minimization in a field. It also asserts that the semilocal law, with η taken from a separate atomic calculation, holds within 10% at 10 and 12 bohr; the output shows agreement to about 1%. Scaling the Hartree-xc energy by 0.001 and 0.01 must reproduce, within 5%, a prediction made from exact orbitals. Between 8 and 12 bohr the exact polarizability grows 84-fold, while LSDA and PBE grow about 2-fold. With the Hartree-xc kernel removed, the same Kohn–Sham orbitals give growth by factors of 114 and 117, which identifies the kernel as the cause.

## Check in Python

```python
# Result under test (atomic units, stretched H2+, field along the axis):
#   exact one-electron theory:  alpha ~ R^2 / (2 gap),  gap ~ (4/e) R exp(-R)
#   semilocal functional:       alpha ~ R^2 / (2 (gap_s + eta - 1/R))
# R: proton distance; gap: E_u - E_g; gap_s: the same for Kohn-Sham orbitals;
# eta: second derivative at q = 1/2 of the energy of a hydrogen atom holding
# q electrons; lam: factor multiplying the whole Hartree-xc energy (0 = exact).
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import minimize
from pyscf import gto, ao2mo
from pyscf.dft import libxc

S_EXP = [0.03 * 2.2**k for k in range(11)]
P_EXP = [0.04 * 2.2**k for k in range(6)]
D_EXP = [0.15, 0.5]
FUNCTIONALS = {"LSDA": "lda,vwn", "PBE": "pbe,pbe"}


def half_line(n, length=2.0):
    """Quadrature nodes and weights on (0, infinity)."""
    t, w = np.polynomial.legendre.leggauss(n)
    return length * (1 + t) / (1 - t), w * 2 * length / (1 - t)**2


def orthonormal(x, overlap):
    s, u = eigh(x.T @ overlap @ x)
    keep = s > 1e-6
    return x @ (u[:, keep] / np.sqrt(s[keep]))


def build_molecule(R):
    """Axially symmetric orbitals of H2+, gerade first, then ungerade."""
    shells = ([[0, [a, 1.0]] for a in S_EXP] + [[1, [a, 1.0]] for a in P_EXP]
              + [[2, [a, 1.0]] for a in D_EXP])
    mol = gto.M(atom=[["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]],
                basis={"H": shells}, charge=1, spin=1, unit="Bohr", verbose=0)
    loc = mol.ao_loc_nr()
    ang = [mol.bas_angular(i) for i in range(mol.nbas)]
    index = [loc[i] + (0, 2, 2)[ang[i]] for i in range(mol.nbas)]
    half = mol.nbas // 2
    overlap = mol.intor("int1e_ovlp")
    blocks = []
    for parity in (1, -1):
        x = np.zeros((mol.nao_nr(), half))
        for i in range(half):
            x[index[i], i] = 1.0
            x[index[i + half], i] = parity * (-1)**ang[i]
        blocks.append(orthonormal(x, overlap))
    X = np.hstack(blocks)
    n = X.shape[1]
    h = X.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
    z = X.T @ mol.intor("int1e_r")[2] @ X
    eri = ao2mo.incore.full(mol.intor("int2e", aosym="s8"), X)
    eri = ao2mo.restore(1, eri, n)
    # spheroidal quadrature; the azimuthal angle is integrated analytically
    u, wu = half_line(60)
    eta, we = np.polynomial.legendre.leggauss(64)
    xi = (1 + 2 * u / R)[:, None]
    rho = R / 2 * np.sqrt((xi**2 - 1) * (1 - eta**2))
    zz = R / 2 * xi * eta
    w = 2 * np.pi * (R / 2)**2 * (xi**2 - eta**2) * wu[:, None] * we
    pts = np.column_stack([rho.ravel(), np.zeros(rho.size), zz.ravel()])
    ao = mol.eval_gto("GTOval_sph_deriv1", pts) @ X
    return SimpleNamespace(R=R, h=h, z=z, eri=eri, ao=ao, w=w.ravel(),
                           ng=blocks[0].shape[1])


def build_atom():
    """s orbitals of one hydrogen atom with a radial quadrature."""
    mol = gto.M(atom=[["H", (0, 0, 0)]], spin=1, unit="Bohr", verbose=0,
                basis={"H": [[0, [a, 1.0]] for a in S_EXP]})
    X = orthonormal(np.eye(mol.nao_nr()), mol.intor("int1e_ovlp"))
    n = X.shape[1]
    h = X.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
    eri = ao2mo.restore(
        1, ao2mo.incore.full(mol.intor("int2e", aosym="s8"), X), n)
    r, wr = half_line(120)
    pts = np.column_stack([0 * r, 0 * r, r])
    ao = mol.eval_gto("GTOval_sph_deriv1", pts) @ X
    return SimpleNamespace(h=h, eri=eri, ao=ao, w=4 * np.pi * r**2 * wr, ng=n)


def xc_terms(s, c, xc):
    """xc energy and potential matrix for the one-spin density (ao.c)^2."""
    psi = s.ao[0] @ c
    n = psi**2
    gga = not xc.startswith("lda")
    rho = np.vstack([n, 2 * psi * (s.ao[1:] @ c)]) if gga else n
    exc, vxc = libxc.eval_xc(xc, np.array([rho, 0 * rho]), spin=1, deriv=1)[:2]
    v = (s.ao[0].T * (s.w * vxc[0][:, 0])) @ s.ao[0]
    if gga:
        g = 2 * s.w * vxc[1][:, 0] * rho[1:]
        b = s.ao[0].T @ np.einsum("kp,kpi->pi", g, s.ao[1:])
        v = v + b + b.T
    return (s.w * n) @ exc, v


def ground_state(s, xc, lam=1.0, q=1.0):
    """Self-consistent lowest gerade orbital with occupation q."""
    ng = s.ng
    c = np.zeros(len(s.h))
    c[:ng] = eigh(s.h[:ng, :ng])[1][:, 0]
    mixed = None
    for _ in range(400):
        fock = s.h + lam * (q * (s.eri @ c) @ c
                            + xc_terms(s, np.sqrt(q) * c, xc)[1])
        residual = (fock @ c - (c @ fock @ c) * c)[:ng]
        if np.linalg.norm(residual) < 1e-7:
            return c, fock
        mixed = fock if mixed is None else 0.5 * (mixed + fock)
        c = np.zeros(len(s.h))
        c[:ng] = eigh(mixed[:ng, :ng])[1][:, 0]
    raise AssertionError("self-consistency not reached")


def response(s, xc, lam=1.0):
    """Static linear response; lam = 0 is the exact one-electron problem."""
    c, fock = ground_state(s, xc, lam)
    ng = s.ng
    e_u, v_u = eigh(fock[ng:, ng:])
    cu = np.zeros((len(c), len(e_u)))
    cu[ng:] = v_u
    delta = e_u - c @ fock @ c
    d = cu.T @ s.z @ c
    pair = np.einsum("ijkl,j,l->ik", s.eri, c, c, optimize=True)
    k_h = 2 * cu.T @ pair @ cu
    step = 1e-4
    k_xc = np.zeros_like(k_h)
    for b in range(len(e_u)):
        dv = (xc_terms(s, c + step * cu[:, b], xc)[1]
              - xc_terms(s, c - step * cu[:, b], xc)[1]) / (2 * step)
        k_xc[:, b] = cu.T @ (dv @ c)
    k_xc = 0.5 * (k_xc + k_xc.T)
    m = np.diag(delta) + lam * (k_h + k_xc)
    return SimpleNamespace(
        c=c, fock=fock, gap=delta[0], d=abs(d[0]), u_h=k_h[0, 0],
        u_xc=k_xc[0, 0], bare=2 * np.sum(d**2 / delta),
        alpha=2 * d @ np.linalg.solve(m, d), lowest=eigh(m)[0][0],
        norm=s.w @ (s.ao[0] @ c)**2)


def finite_field_alpha(s, xc, res, field):
    """Polarizability from direct minimization of the energy in a field."""
    ng, n = s.ng, len(s.h)
    virt = np.zeros((n, n - 1))
    e_g, v_g = eigh(res.fock[:ng, :ng])
    e_u, v_u = eigh(res.fock[ng:, ng:])
    virt[:ng, :ng - 1] = v_g[:, 1:]
    virt[ng:, ng - 1:] = v_u
    scale = 1 / np.sqrt(2 * (np.concatenate([e_g[1:], e_u]) - e_g[0]) + 0.5)
    hf = s.h + field * s.z

    def orbital(y):
        v = res.c + virt @ (scale * y)
        return v / np.linalg.norm(v), np.linalg.norm(v)

    def energy(y):
        c, size = orbital(y)
        j = (s.eri @ c) @ c
        exc, v = xc_terms(s, c, xc)
        fc = (hf + j + v) @ c
        grad = 2 * (fc - (c @ fc) * c) / size
        return c @ hf @ c + 0.5 * c @ j @ c + exc, scale * (virt.T @ grad)

    best = minimize(energy, np.zeros(n - 1), jac=True, method="BFGS",
                    options={"gtol": 1e-7, "maxiter": 300})
    c = orbital(best.x)[0]
    return -(c @ s.z @ c) / field


def atom_energy(s, xc, q):
    c = ground_state(s, xc, 1.0, q)[0]
    hartree = c @ ((s.eri @ c) @ c) @ c
    return (q * c @ s.h @ c + 0.5 * q * q * hartree
            + xc_terms(s, np.sqrt(q) * c, xc)[0]), c, hartree


print("Units: energy hartree, length bohr, polarizability bohr^3")
atom = build_atom()
eta_of = {}
dq = 0.04
for name, xc in FUNCTIONALS.items():
    e_mid, c_mid, u_h = atom_energy(atom, xc, 0.5)
    e_plus, e_minus = (atom_energy(atom, xc, 0.5 + x)[0] for x in (dq, -dq))
    eta = (e_plus - 2 * e_mid + e_minus) / dq**2
    x_frozen = [xc_terms(atom, np.sqrt(q) * c_mid, xc)[0]
                for q in (0.5 - dq, 0.5, 0.5 + dq)]
    u_xc = (x_frozen[0] - 2 * x_frozen[1] + x_frozen[2]) / dq**2
    e_one = atom_energy(atom, xc, 1.0)[0]
    assert 0 < eta < u_h + u_xc < u_h
    assert e_one - 2 * e_mid > 0
    eta_of[name] = eta
    print(f"{name} atom, q=1/2: eta={eta:.4f} hartree = Hartree {u_h:.4f}"
          f" + xc {u_xc:.4f} + relaxation {eta - u_h - u_xc:.4f}")
    print(f"{name} atom: e(1)={e_one:.4f}, e(1/2)={e_mid:.4f},"
          f" e(1)-2e(1/2)={e_one - 2 * e_mid:.4f} hartree")

exact, approx = {}, {name: {} for name in FUNCTIONALS}
for R in (4.0, 6.0, 8.0, 10.0, 12.0):
    s = build_molecule(R)
    ex = response(s, "lda,vwn", lam=0.0)
    exact[R] = ex
    assert abs(ex.norm - 1) < 1e-5
    law = 4 / np.e * R * np.exp(-R)
    simple = R**2 / (2 * ex.gap)
    field = 0.01 * ex.gap / R
    c = eigh(s.h + field * s.z)[1][:, 0]
    assert abs(-(c @ s.z @ c) / field / ex.alpha - 1) < 2e-3
    if R >= 8:
        assert abs(ex.gap / law - 1) < 0.08
        assert abs(simple / ex.alpha - 1) < 0.05
    print(f"R={R:.0f} bohr exact: gap={ex.gap:.4e}, (4/e)R exp(-R)={law:.4e}"
          f" hartree, d={ex.d:.4f} bohr")
    print(f"  alpha={ex.alpha:.5g}, R^2/(2 gap)={simple:.5g} bohr^3")
    for name, xc in FUNCTIONALS.items():
        r = response(s, xc)
        approx[name][R] = r
        assert r.lowest > 0 and abs(r.norm - 1) < 1e-5
        model = R**2 / (2 * (r.gap + eta_of[name] - 1 / R))
        if R >= 10:
            assert abs(model / r.alpha - 1) < 0.10
        print(f"  {name}: KS gap={r.gap:.4e}, kernel Hartree={r.u_h:.4f},"
              f" xc={r.u_xc:.4f} hartree")
        print(f"    alpha={r.alpha:.2f}, law with eta={model:.2f},"
              f" without kernel={r.bare:.5g} bohr^3")
        if R == 8:
            ff = finite_field_alpha(s, xc, r, 1e-3)
            assert abs(ff / r.alpha - 1) < 0.01
            print(f"    alpha by energy minimization in a field={ff:.2f} bohr^3")
    if R == 10:
        u0 = ex.u_h + ex.u_xc
        print(f"  LSDA curvature on exact orbitals: {u0:.4f} hartree")
        previous = ex.alpha
        for lam in (0.001, 0.01, 0.1):
            r = response(s, "lda,vwn", lam)
            predicted = 2 * ex.d**2 / (ex.gap + lam * u0)
            assert r.alpha < previous
            if lam <= 0.01:
                assert abs(predicted / r.alpha - 1) < 0.05
            previous = r.alpha
            print(f"  Hxc scaled by {lam}: alpha={r.alpha:.5g},"
                  f" predicted={predicted:.5g} bohr^3")

# frozen 1s densities: self-repulsion 5/8 and mutual repulsion 1/R
frozen = 5 / 8 - 1 / 12
assert abs(exact[12.0].u_h - frozen) < 0.01
# each atom (polarizability 9/2) is polarized towards the other proton
lever = 12 / 2 - 4.5 / 12**2
assert abs(exact[12.0].d - lever) < 0.01
print(f"R=12: Hartree kernel on exact orbitals={exact[12.0].u_h:.4f},"
      f" 5/8-1/R={frozen:.4f} hartree")
print(f"R=12: R/2-4.5/R^2={lever:.4f} bohr")

growth = exact[12.0].alpha / exact[8.0].alpha
print(f"alpha(12)/alpha(8), exact: {growth:.2f}")
assert growth > 50
for name in FUNCTIONALS:
    full = approx[name][12.0].alpha / approx[name][8.0].alpha
    bare = approx[name][12.0].bare / approx[name][8.0].bare
    assert full < 3 and bare > 10
    print(f"alpha(12)/alpha(8), {name}: {full:.2f}; without kernel: {bare:.2f}")
a3 = (constants.physical_constants["Bohr radius"][0] * 1e10)**3
print(f"R=10 in angstrom^3: exact {exact[10.0].alpha * a3:.5g},"
      f" LSDA {approx['LSDA'][10.0].alpha * a3:.2f},"
      f" PBE {approx['PBE'][10.0].alpha * a3:.2f}")
print("no test failed")
```

It prints:

```
Units: energy hartree, length bohr, polarizability bohr^3
LSDA atom, q=1/2: eta=0.4430 hartree = Hartree 0.6689 + xc -0.2092 + relaxation -0.0167
LSDA atom: e(1)=-0.4786, e(1/2)=-0.2893, e(1)-2e(1/2)=0.1000 hartree
PBE atom, q=1/2: eta=0.4677 hartree = Hartree 0.6878 + xc -0.2022 + relaxation -0.0178
PBE atom: e(1)=-0.5000, e(1/2)=-0.3032, e(1)-2e(1/2)=0.1064 hartree
R=4 bohr exact: gap=1.0052e-01, (4/e)R exp(-R)=1.0781e-01 hartree, d=1.8710 bohr
  alpha=70.066, R^2/(2 gap)=79.588 bohr^3
  LSDA: KS gap=8.4625e-02, kernel Hartree=0.4178, xc=-0.2144 hartree
    alpha=27.50, law with eta=28.81, without kernel=88.332 bohr^3
  PBE: KS gap=7.9567e-02, kernel Hartree=0.4383, xc=-0.2112 hartree
    alpha=26.16, law with eta=26.91, without kernel=94.804 bohr^3
R=6 bohr exact: gap=2.1313e-02, (4/e)R exp(-R)=2.1885e-02 hartree, d=2.8792 bohr
  alpha=779.63, R^2/(2 gap)=844.56 bohr^3
  LSDA: KS gap=1.4840e-02, kernel Hartree=0.4968, xc=-0.2112 hartree
    alpha=62.04, law with eta=61.81, without kernel=1168.4 bohr^3
  PBE: KS gap=1.2978e-02, kernel Hartree=0.5182, xc=-0.2049 hartree
    alpha=57.65, law with eta=57.31, without kernel=1345.1 bohr^3
R=8 bohr exact: gap=3.9586e-03, (4/e)R exp(-R)=3.9491e-03 hartree, d=3.9261 bohr
  alpha=7790.9, R^2/(2 gap)=8083.6 bohr^3
  LSDA: KS gap=2.2572e-03, kernel Hartree=0.5422, xc=-0.2096 hartree
    alpha=100.87, law with eta=99.91, without kernel=13961 bohr^3
    alpha by energy minimization in a field=100.89 bohr^3
  PBE: KS gap=1.9894e-03, kernel Hartree=0.5616, xc=-0.2027 hartree
    alpha=93.81, law with eta=92.82, without kernel=15869 bohr^3
    alpha by energy minimization in a field=93.81 bohr^3
R=10 bohr exact: gap=6.7386e-04, (4/e)R exp(-R)=6.6807e-04 hartree, d=4.9537 bohr
  alpha=72835, R^2/(2 gap)=74199 bohr^3
  LSDA: KS gap=3.2224e-04, kernel Hartree=0.5683, xc=-0.2092 hartree
    alpha=147.06, law with eta=145.62, without kernel=1.5401e+05 bohr^3
  PBE: KS gap=2.8543e-04, kernel Hartree=0.5873, xc=-0.2022 hartree
    alpha=137.27, law with eta=135.86, without kernel=1.7399e+05 bohr^3
  LSDA curvature on exact orbitals: 0.3274 hartree
  Hxc scaled by 0.001: alpha=49045, predicted=49017 bohr^3
  Hxc scaled by 0.01: alpha=12447, predicted=12432 bohr^3
  Hxc scaled by 0.1: alpha=1468.4, predicted=1468.9 bohr^3
R=12 bohr exact: gap=1.0928e-04, (4/e)R exp(-R)=1.0850e-04 hartree, d=5.9683 bohr
  alpha=6.5189e+05, R^2/(2 gap)=6.5883e+05 bohr^3
  LSDA: KS gap=4.5048e-05, kernel Hartree=0.5853, xc=-0.2091 hartree
    alpha=201.92, law with eta=200.15, without kernel=1.5915e+06 bohr^3
  PBE: KS gap=3.8743e-05, kernel Hartree=0.6043, xc=-0.2021 hartree
    alpha=188.99, law with eta=187.28, without kernel=1.8512e+06 bohr^3
R=12: Hartree kernel on exact orbitals=0.5408, 5/8-1/R=0.5417 hartree
R=12: R/2-4.5/R^2=5.9688 bohr
alpha(12)/alpha(8), exact: 83.67
alpha(12)/alpha(8), LSDA: 2.00; without kernel: 113.99
alpha(12)/alpha(8), PBE: 2.01; without kernel: 116.65
R=10 in angstrom^3: exact 10793, LSDA 21.79, PBE 20.34
no test failed
```
